# From tunnelling oscillation to hopping: a two-site particle under pure dephasing

## What goes wrong without the result

A hydrogen atom trapped beside an impurity in a metal can tunnel between two neighbouring sites. Its tunnel splitting gives an angular frequency $\Omega$, and it is tempting to use $\Omega$ as the rate at which the atom changes sites. In the example below, at 50 K and with the splitting held fixed, that is too large by a factor of about 13. It also misses the temperature trend: for sites of equal energy and with $\Omega$ held fixed, stronger thermal noise makes the tunnelling hops slower.

The missing quantity is the rate $\Gamma$ at which the surroundings destroy the coherence between the sites. For $\Gamma<2\Omega$ the populations oscillate. Above $\Gamma=2\Omega$ they relax without oscillation. For $\Gamma\gg\Omega$ the particle hops, with one-way rate

$$k=\frac{\Omega^2}{2\Gamma}.$$

## The model and its conventions

The algebra uses $\hbar=k_B=1$. The sites $L$ and $R$ have equal energy, and

$$H=-\frac{\Omega}{2}\bigl(|L\rangle\langle R|+|R\rangle\langle L|\bigr).$$

The eigenvalues are $\mp\Omega/2$, so $\Omega$ is the full splitting. Since $H^2=\Omega^2/4$, a particle starting on $L$ has $P_L=\cos^2(\Omega t/2)=(1+\cos\Omega t)/2$. Thus $\Omega$ is also the angular frequency of the population.

Let the surroundings shift the site-energy difference by a random amount $\xi(t)$: white Gaussian noise of zero mean. Without tunnelling, the coherence $\rho_{LR}$ acquires the factor $e^{-i\phi}$, with $\phi=\int_0^t\xi\,dt'$. White noise gives $\phi$ a variance proportional to time; call it $2\Gamma t$. The Gaussian average is

$$\langle e^{-i\phi}\rangle=e^{-\langle\phi^2\rangle/2}=e^{-\Gamma t}.$$

The populations are untouched, which is what "pure dephasing" means. With tunnelling present, the phase gained in a short step $dt$ is independent of the earlier history. Averaging therefore multiplies $\rho_{LR}$ by $1-\Gamma\,dt$, while $H$ acts as usual. To first order in $dt$ the two changes add:

$$\dot\rho=-i[H,\rho]+\frac{\Gamma}{2}(\sigma_z\rho\sigma_z-\rho),\qquad \sigma_z=|L\rangle\langle L|-|R\rangle\langle R|.$$

The product $\sigma_z\rho\sigma_z$ reverses the sign of $\rho_{LR}$, so the last term gives $(\Gamma/2)(-2\rho_{LR})=-\Gamma\rho_{LR}$. The coefficient in front is $\Gamma/2$, but the coherence decays at $\Gamma$.

## The equation for the population difference

Taking matrix elements of the commutator,

$$\dot\rho_{LL}=\frac{i\Omega}{2}(\rho_{RL}-\rho_{LR})=\Omega\,\mathrm{Im}\,\rho_{LR},$$

because $\rho_{RL}=\rho_{LR}^*$. Probability is conserved, so $\dot\rho_{RR}=-\dot\rho_{LL}$. For the coherence,

$$\dot\rho_{LR}=-\frac{i\Omega}{2}(\rho_{LL}-\rho_{RR})-\Gamma\rho_{LR}.$$

Define $z=P_L-P_R$ and $y=-2\,\mathrm{Im}\,\rho_{LR}$. Then

$$\dot z=-\Omega y,\qquad \dot y=\Omega z-\Gamma y.$$

The real part of $\rho_{LR}$ decays by itself and does not enter. Differentiate the first equation, insert the second, and use $\Omega y=-\dot z$:

$$\ddot z=-\Omega^2z+\Gamma\Omega y=-\Omega^2z-\Gamma\dot z,$$

$$\ddot z+\Gamma\dot z+\Omega^2z=0.$$

This is a damped oscillator. A start on $L$ without coherence means $z(0)=1$ and $\dot z(0)=-\Omega y(0)=0$.

## Solution and threshold

The trial $z=e^{\lambda t}$ gives $\lambda^2+\Gamma\lambda+\Omega^2=0$, so

$$\lambda=-\frac{\Gamma}{2}\pm s,\qquad s=\sqrt{\frac{\Gamma^2}{4}-\Omega^2}.$$

Write $z=e^{-\Gamma t/2}(A\cosh st+B\sinh st)$. The initial value gives $A=1$, and the initial slope gives $-\Gamma/2+sB=0$. Hence

$$z=e^{-\Gamma t/2}\left(\cosh st+\frac{\Gamma}{2s}\sinh st\right).$$

In the derivative the $\cosh$ terms cancel, and $s-\Gamma^2/(4s)=-\Omega^2/s$, so

$$\dot z=-\frac{\Omega^2}{s}e^{-\Gamma t/2}\sinh st.$$

**Below threshold**, $\Gamma<2\Omega$, put $s=iw$ with $w=\sqrt{\Omega^2-\Gamma^2/4}$. Then $\dot z=-(\Omega^2/w)e^{-\Gamma t/2}\sin wt$. The first minimum is at $wt=\pi$, where

$$z_{\min}=-e^{-\pi\Gamma/(2w)}.$$

The particle is then more likely to be on $R$ than on $L$.

**At threshold**, $s\to0$ and $\sinh(st)/s\to t$, so $z=(1+\Omega t)e^{-\Omega t}$.

**Above threshold**, $s$ is real and $\dot z<0$ for all $t>0$. Since $z$ falls steadily towards zero, it never crosses it. With the positive rates $\lambda_\pm=\Gamma/2\pm s$, writing the hyperbolic functions as exponentials gives

$$z=\frac{\lambda_+e^{-\lambda_-t}-\lambda_-e^{-\lambda_+t}}{\lambda_+-\lambda_-}.$$

Two exponentials are present, so just above threshold the motion is overdamped but has no single hop rate.

The long-time decay rate is $\Gamma/2$ below threshold, which rises with $\Gamma$. Above, it is $\lambda_-$. Because $\lambda_+\lambda_-=\Omega^2$, we have $\lambda_-=\Omega^2/\lambda_+$, which falls as $\Gamma$ grows. The fastest long-time relaxation is therefore at $\Gamma=2\Omega$, where the rate is $\Omega$.

The noise average itself can be tested without the master equation. For $\Omega=1$ and $\Gamma=1$ and 4, the Schrödinger equation was solved for 20,000 random noise histories each. At times 1, 2, 3 and 4 the averaged $z$ differed from the formula by at most 0.0034, within the statistical error expected of such a sample.

## The hopping limit

For classical hopping between equal sites,

$$\dot P_L=-kP_L+kP_R,\qquad \dot P_R=kP_L-kP_R.$$

Subtracting gives $\dot z=-2kz$. The population difference decays at twice the one-way rate, since each hop lowers one population and raises the other.

Let $r=\Omega/\Gamma$. Expanding the square root for small $r$,

$$\lambda_-=\frac{\Gamma}{2}\left(1-\sqrt{1-4r^2}\right)=\Gamma\left(r^2+r^4+2r^6+\cdots\right).$$

The leading term is $\lambda_-=\Omega^2/\Gamma$. Setting this equal to $2k$ gives $k=\Omega^2/(2\Gamma)$. The relative correction is $r^2$ at leading order.

The same limit shows the mechanism. When $\Gamma$ is large, $y$ quickly settles where gain balances loss, $\Omega z\simeq\Gamma y$. Then $\dot z=-\Omega y\simeq-(\Omega^2/\Gamma)z$. Population moves only through coherence, and noise keeps the coherence small. One factor $\Omega$ creates it, the second turns it into transferred population, and $1/\Gamma$ is the time for which it survives.

At early times the hop law fails. From $\ddot z(0)=-\Omega^2$ we get $z\simeq1-\Omega^2t^2/2$, hence

$$P_R=\frac{1-z}{2}\simeq\frac{\Omega^2t^2}{4},$$

whereas hopping predicts $kt$. The linear law needs $t\gg1/\Gamma$, so that the coherence has settled, and $t\ll1/k$, so that return hops are still rare.

There is also an identity that needs no strong dephasing. Integrate the equation for $z$ from zero to infinity. Both $z$ and $\dot z$ vanish at the end for any $\Gamma>0$, and $\dot z(0)=0$, so

$$-\Gamma+\Omega^2\int_0^\infty z\,dt=0,\qquad \int_0^\infty z\,dt=\frac{\Gamma}{\Omega^2}.$$

Hopping would give an area $1/(2k)$. Thus $\Omega^2/(2\Gamma)$ is the rate inferred from the area at every $\Gamma>0$. Below threshold, however, negative lobes cancel part of the area and the number is not a hop rate.

## Example: hydrogen beside oxygen in niobium

Take a splitting of 0.20 meV at 5 K and $\hbar\Gamma=0.30\,k_BT$. Both are rough values for hydrogen trapped beside an oxygen impurity in niobium, where conduction electrons supply the noise. The splitting is first held fixed as the temperature changes. It gives $\Omega=0.3039$ ps$^{-1}$.

The threshold $\hbar\Gamma=2\hbar\Omega$ lies at

$$T_c=\frac{2(0.20\ \mathrm{meV})}{0.30\,k_B}\simeq15.5\ \mathrm{K}.$$

**At 5 K**, $\Gamma=0.1964$ ps$^{-1}$ and $\Gamma/\Omega=0.65$. The damped frequency is $w=\sqrt{0.3039^2-0.0982^2}=0.288$ ps$^{-1}$. The first minimum comes at $\pi/w=10.9$ ps, with $z=-0.34$, so the probability of finding the atom on $R$ is then $(1+0.34)/2=0.67$.

**At 20 K**, $\Gamma/\Omega=2.59$. The two decay rates are 0.144 and 0.642 ps$^{-1}$. Half the slow rate is 0.072 ps$^{-1}$, 22% above the limiting formula's 0.059 ps$^{-1}$. The motion is overdamped, but the hopping limit is not yet accurate.

**At 50 K**, $\Gamma=1.964$ ps$^{-1}$ and $\Gamma/\Omega=6.46$. Therefore

$$k=\frac{0.3039^2}{2(1.964)}\simeq0.0235\ \mathrm{ps}^{-1},$$

or $5.7\times10^{-7}$ in atomic units. The mean stay on a site is $1/k\simeq43$ ps, while $z$ decays in $1/(2k)\simeq21$ ps. Half the slow rate of the full solution is 2.5% above $k$, as the series predicts: $r^2+2r^4=0.025$. The hop law for $z$ is never off by more than 0.021 on the scale where $z(0)=1$.

## What the model leaves out

**Unequal sites.** Let strain from other defects raise $L$ above $R$ by $\epsilon$. The coherence then rotates as well as decays:

$$\dot\rho_{LR}=-\frac{i\Omega}{2}z-(\Gamma+i\epsilon)\rho_{LR}.$$

For weak tunnelling, set the left side to zero. The imaginary part is $-\Omega\Gamma z/[2(\Gamma^2+\epsilon^2)]$, and $\dot z=2\Omega\,\mathrm{Im}\,\rho_{LR}=-2kz$ gives

$$k=\frac{\Omega^2\Gamma}{2(\Gamma^2+\epsilon^2)}.$$

At 50 K, $\hbar\Gamma=1.293$ meV. A bias of 1 meV multiplies $k$ by $1.293^2/(1.293^2+1^2)\simeq0.63$. The bias also changes the trend: this $k$ is largest at $\Gamma=\epsilon$, so for 1 meV the hops speed up on warming until about 39 K and slow down only above it. White noise also misses detailed balance: at this temperature the uphill rate should be $e^{-\epsilon/k_BT}\simeq0.79$ times the downhill one.

The oscillation is more fragile. Without noise, $H^2=W^2/4$ with $W^2=\Omega^2+\epsilon^2$, so $e^{-iHt}=\cos(Wt/2)-(2iH/W)\sin(Wt/2)$. The largest $P_R$ is $\Omega^2/W^2$. For 0.2 and 1 meV this is $0.04/1.04\simeq0.04$: a 1 meV bias nearly removes the coherent transfer. With noise the atom can still change sites, but only by slow hopping.

**A quantum bath.** Electrons do not produce strictly white noise. Model their low-energy excitations as oscillators whose centres shift when the atom hops. For weak tunnelling, the first-order amplitude on $R$ contains one factor $\Omega/2$. Squaring it and averaging over the bath gives a probability growing as $kt$, with

$$k=\frac{\Omega_b^2}{4}\int_{-\infty}^{\infty}C(t)\,dt=\frac{\Omega_b^2}{2}\,\mathrm{Re}\int_0^\infty C(t)\,dt.$$

Here $\Omega_b$ is the bare tunnel frequency and $C=\langle D(t)D^\dagger(0)\rangle$. For one mode, $D=e^{\alpha(b^\dagger-b)}$ shifts the oscillator. Combining the exponentials yields half their commutator, $-i\alpha^2\sin\omega t$. The remaining exponent is linear in $b$ and $b^\dagger$, so its thermal average is Gaussian and gives $-\alpha^2\coth(\omega/2T)(1-\cos\omega t)$.

For an electron-like bath, replace the sum of $\alpha^2$ by $2K\int d\omega/\omega$, with a high cutoff $\omega_c$. Beyond times of order $1/\omega_c$ the commutator phase is $2K\int_0^\infty\sin(\omega t)\,d\omega/\omega=\pi K$. The decay exponent is

$$Q=2K\int_0^\infty\frac{d\omega}{\omega}e^{-\omega/\omega_c}\coth\frac{\omega}{2T}(1-\cos\omega t).$$

Split $\coth$ into $1$ and $\coth-1$. The first part gives $2K\ln(\omega_ct)$. In the second, the cutoff may be dropped; use $\coth(\omega/2T)-1=2\sum_{n\ge1}e^{-n\omega/T}$. Its time derivative, apart from $2K$, is

$$2\sum_{n\ge1}\frac{t}{t^2+n^2/T^2}=\pi T\coth(\pi Tt)-\frac1t.$$

Integrating from zero and adding the first part,

$$Q=2K\ln\left[\frac{\omega_c}{\pi T}\sinh(\pi Tt)\right],$$

$$e^{-Q}=\left(\frac{2\pi T}{\omega_c}\right)^{2K}e^{-2\pi KTt}\left(1-e^{-2\pi Tt}\right)^{-2K}.$$

The exponential identifies $\Gamma=2\pi KT$, hence $K=0.30/(2\pi)=0.048$. The prefactor turns $\Omega_b^2$ into $\Omega(T)^2\propto T^{2K}$. With the 0.20 meV splitting assigned to 5 K, the factor on $k$ at 50 K is $10^{2K}\simeq1.25$.

For the last factor, put $v=e^{-2\pi Tt}$. Relative to $1/\Gamma$, the time integral is

$$K\int_0^1v^{K-1}(1-v)^{-2K}\,dv\simeq1.008.$$

The commutator phase contributes $\cos\pi K\simeq0.989$. Together the bath factors raise $k$ by about 24% for a very high cutoff (25 to 26% for $\hbar\omega_c=100$ meV), nearly all of it from the temperature dependence of $\Omega$. The reference temperature matters: 0.20 meV at 5 K corresponds to about 0.18 meV at 0.2 K, so a splitting of 0.20 meV taken at 0.2 K would raise $\Omega$ by about 10% and $k$ by about 20% more. Inserting $\Omega(T)$ into the threshold condition moves the crossover from 15.5 to about 16.4 K.

**A moving barrier.** Lattice vibration changes the barrier width by $u$ and the tunnel amplitude by $e^{-\kappa u}$. For classical Gaussian motion of rms size $\sigma$ and normalized correlation $c(t)$,

$$\frac{\langle e^{-\kappa u(t)}e^{-\kappa u(0)}\rangle}{\langle e^{-\kappa u}\rangle^2}=e^{\kappa^2\sigma^2c(t)}\le e^{\kappa^2\sigma^2}.$$

This factor multiplies the positive $e^{-\Gamma t}$ inside the rate integral, so it bounds the increase of $k$ above the value set by the mean tunnel amplitude at the same temperature. A proton 100 meV below the barrier top has $\kappa=\sqrt{2mV}/\hbar=69$ nm$^{-1}$. With a rough $\sigma=0.004$ nm at 50 K, the bound is $e^{0.08}\simeq1.08$. This $\sigma$ is the size of one niobium atom's displacement; if the width followed the relative motion of two uncorrelated atoms, $\sigma^2$ would double and the bound would be about 1.17. The mean amplitude also grows on warming. If the motion were classical down to 5 K, with $\sigma^2\propto T$, the bound relative to the 5 K splitting would be about 1.16. In niobium the motion at 50 K is still mostly zero-point motion, which changes little with temperature, so this classical figure overstates the growth.

**Thermal activation.** With a vibrational quantum of 100 meV setting the attempt frequency, the same barrier gives an over-barrier rate near $2\times10^{-9}$ ps$^{-1}$ at 50 K, negligible beside $k$. An excited level at 100 meV has a Boltzmann factor of $8\times10^{-11}$. By detailed balance, the atom is excited to it at this factor times the level's relaxation rate. Even if relaxation were as fast as the attempt frequency, about 24 ps$^{-1}$, excitation would occur at only $2\times10^{-9}$ ps$^{-1}$. Each visit to the level can leave the atom on the other site at most once, so this route is also negligible, however large the excited splitting.

## Reading the result for a real metal

The splitting and electron drag are typical in size for this trapped-hydrogen system, but the barrier, vibrational gap, lattice amplitude and bias are rough inputs, not computed properties of niobium. They do not come from a single potential: a one-dimensional quartic double well with this barrier and gap has a bare splitting near 0.9 meV, so the 0.20 meV is a separate input. Real samples contain a spread of strain biases, which breaks the equal-site assumption; for 1 meV the average of the downhill and uphill hop rates at 50 K falls by about 37%. Niobium is also superconducting below roughly 9 K unless a magnetic field keeps it normal. The 5 K case assumes the normal state, because a superconducting gap removes most of the low-energy electronic excitations and invalidates $\Gamma\propto T$. If the damping vanished altogether, the first minimum would move from $-0.34$ to $-1$ and from 10.9 to $\pi/\Omega=10.3$ ps.

The rate $k$ describes motion within one trap. It is not a diffusion coefficient: long-range transport also requires the atom to leave the trap, a process this model does not contain. Nor does the fall of $k$ with temperature continue without limit, since activated motion eventually takes over: with the rough inputs above and $\Omega$ fixed, the over-barrier rate matches $k$ near 145 K, and phonon-assisted hops, not included in that figure, may matter sooner. Within its range, the formula applies when the bias is small compared with $\hbar\Gamma$, the noise memory is short compared with $1/\Gamma$, and $\Gamma$ is several times $\Omega$. It also assumes that lattice vibrations shift the two site energies only weakly relative to each other. Such shifts reduce the effective tunnel amplitude as the metal warms, but they also allow hops assisted by phonons. The net change in $k$ depends on the strength and form of the coupling, and is not estimated here.

## Table of computed values

```
CHECKS (Omega = 1)
largest noise-average error in z: 0.0034
Gamma of fastest relaxation: 2.00
INPUTS (rough)
tunnel splitting at 5 K: 0.20 meV
hbar Gamma / k_B T: 0.30
site bias for estimate: 1.0 meV
barrier above level: 100 meV
vibrational gap: 100 meV
lattice rms amplitude: 0.004 nm
CROSSOVER
Omega: 0.3039 1/ps
crossover temperature: 15.47 K
same with bath dressing: 16.37 K
AT 5 K
Gamma: 0.1964 1/ps
Gamma/Omega: 0.646
damped angular frequency: 0.2876 1/ps
time of first minimum: 10.93 ps
z at first minimum: -0.3421
AT 20 K
Gamma: 0.7855 1/ps
Gamma/Omega: 2.585
slow decay rate of z: 0.1439 1/ps
fast decay rate of z: 0.6416 1/ps
half the slow rate: 0.0719 1/ps
Omega^2/(2 Gamma): 0.0588 1/ps
half slow rate / limit: 1.224
AT 50 K
hbar Gamma: 1.293 meV
Gamma: 1.9638 1/ps
Gamma/Omega: 6.463
hop rate Omega^2/(2 Gamma): 0.02351 1/ps
hop rate in atomic units: 5.686e-07
half the exact slow rate: 0.02410 1/ps
exact / limit: 1.0252
mean dwell time 1/k: 42.5 ps
decay time of z, 1/(2k): 21.3 ps
largest error of hop law in z: 0.0209
NEGLECTED EFFECTS AT 50 K
thermal energy k_B T: 4.309 meV
bias factor on hop rate: 0.626
uphill/downhill rate ratio: 0.793
bath coupling K: 0.0477
bath dressing factor: 1.246
bath memory factor: 1.0078
bath reaction factor: 0.9888
product of bath factors: 1.242
tunnel decay constant kappa: 69.4 1/nm
lattice factor, upper bound: 1.080
over-barrier rate: 2.01e-09 1/ps
excited-level Boltzmann factor: 8.33e-11
```
